**Neutron-weighted and true phonon densities of states**

The program examines the reduced one-phonon powder spectrum $G=\sum_jp_jg_j$, where $p_j\propto\sigma_je^{-2W_j}/M_j$, $\sigma_j$ is the cross-section, $M_j$ the mass, $e^{-2W_j}$ the Debye-Waller factor and $g_j$ the unit-area partial density of atom $j$. It asserts the one-phonon line intensities against matrix elements of two coupled quantum oscillators; the largest relative difference is $2.6\times10^{-4}$. For two rocksalt model crystals it also asserts the zero-point error against mass derivatives, the high-temperature errors against their limits, and the low-temperature heat-capacity ratio against long-wave modes. In the hydride-like model the naive reading changes the entropy at 300 K from $1.875k$ to $0.137k$ per atom; in the oxide-like model it changes it from $2.130k$ to $1.837k$. Separate normalization of the two hydride-like bands is asserted to reduce each of the three thermodynamic errors at least threefold, and gives an entropy of $2.005k$. For purely coherent scatterers, the program asserts that the area misplaced by interference is more than three times larger in the low-$Q$ range than in the high-$Q$ range; the output gives 0.146 and 0.006.

## Check in Python

```python
"""Result under test: a reduced one-phonon powder neutron spectrum is
    G(E) = sum_j p_j g_j(E),  p_j proportional to sigma_j exp(-2W_j)/M_j,
not the phonon density of states g(E) = mean of the partial densities g_j(E).
sigma_j: total scattering cross-section; M_j: mass; 2W_j = Q^2 <u_jx^2>;
g_j: density weighted by squared eigenvector on atom j, with unit area.
For two atoms A, B every mode-additive property F has the error
    F[G] - F[g] = (p_A - 1/2) (F_A - F_B).
Model: rocksalt lattice, central first- and second-neighbour springs.
Units: eV, angstrom, atomic mass unit u, K; the oscillator test uses hbar=k=1.
"""
import itertools
import numpy as np
from scipy import constants as sc

KB = sc.k / sc.e                                     # eV/K
HBAR2_U = sc.hbar**2 / (sc.atomic_mass * 1e-20 * sc.e)  # eV angstrom^2 u
BOND = 2.0                                           # angstrom
Q_MEAS, T_MEAS, T_USE = 5.0, 20.0, 300.0
SECOND = [np.array(v) * BOND for v in itertools.product((-1, 0, 1), repeat=3)
          if np.dot(v, v) == 2]


def heat_capacity(x):
    """Heat capacity of one mode in units of k, x = E/kT."""
    h = np.minimum(x, 600.0) / 2
    return (h / np.sinh(h))**2


def entropy(x):
    """Entropy of one mode in units of k, x = E/kT."""
    x = np.minimum(x, 600.0)
    return x / np.expm1(x) - np.log(-np.expm1(-x))


def solve_modes(q, masses, spring_ab, spring_same):
    """Mode energies (eV) and eigenvectors [q, atom, direction, mode]."""
    dyn = np.zeros((len(q), 6, 6))
    shell = np.zeros((len(q), 3, 3))
    for v in SECOND:
        n = v / np.linalg.norm(v)
        shell += (1 - np.cos(q @ v))[:, None, None] * np.outer(n, n)
    for j in range(2):
        s = slice(3 * j, 3 * j + 3)
        dyn[:, s, s] = (spring_same[j] * shell
                        + 2 * spring_ab * np.eye(3)) / masses[j]
    for i in range(3):
        link = -2 * spring_ab * np.cos(q[:, i] * BOND)
        link = link / np.sqrt(masses[0] * masses[1])
        dyn[:, i, i + 3] = link
        dyn[:, i + 3, i] = link
    values, vectors = np.linalg.eigh(dyn)
    assert values.min() > 0, "lattice must be stable"
    return np.sqrt(HBAR2_U * values), vectors.reshape(len(q), 2, 3, 6)


def octant_mesh(n, width=np.pi / BOND):
    x = (np.arange(n) + 0.5) * width / n
    return np.array(np.meshgrid(x, x, x, indexing="ij")).reshape(3, -1).T


def site_weights(vectors):
    return np.sum(vectors**2, axis=2).transpose(1, 0, 2)


def average(weight, values):
    return np.sum(weight * values) / np.sum(weight)


def displacement(energy, sites, masses, temp):
    f = 1 / (energy * np.tanh(energy / (2 * KB * temp)))
    return np.array([HBAR2_U / (2 * masses[j]) * average(sites[j], f)
                     for j in range(2)])


def reduced_signal(energy, sites, masses, sigma, u2, q_value):
    """One-phonon loss intensity, then the usual reduction to a 'density'."""
    bose = 1 / (-np.expm1(-energy / (KB * T_MEAS)))
    signal = sum(sigma[j] * np.exp(-q_value**2 * u2[j]) * q_value**2
                 * HBAR2_U / (2 * masses[j] * energy) * bose * sites[j]
                 for j in range(2))
    return signal * energy / (bose * q_value**2)


def test_quantum_scattering():
    """Matrix elements of exp(iQx) for two coupled quantum oscillators."""
    size, temp, q_value = 24, 0.4, 0.5
    mass = np.array([1.0, 3.0])
    stiff = np.array([[1.7, -0.7], [-0.7, 2.7]])
    local = np.sqrt(np.diag(stiff) / mass)
    ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
    unit = np.eye(size)
    pos = [(ladder + ladder.T) / np.sqrt(2 * mass[j] * local[j])
           for j in range(2)]
    number = [np.diag(local[j] * (np.arange(size) + 0.5)) for j in range(2)]
    ham = (np.kron(number[0], unit) + np.kron(unit, number[1])
           + stiff[0, 1] * np.kron(pos[0], pos[1]))
    levels, states = np.linalg.eigh(ham)
    prob = np.exp(-(levels - levels[0]) / temp)
    prob /= prob.sum()
    squares, modes = np.linalg.eigh(stiff / np.sqrt(np.outer(mass, mass)))
    omega = np.sqrt(squares)
    transfer = levels[:, None] - levels[None, :]
    worst = 0.0
    for j in range(2):
        x, v = np.linalg.eigh(pos[j])
        kick = (v * np.exp(1j * q_value * x)) @ v.T
        full = np.kron(kick, unit) if j == 0 else np.kron(unit, kick)
        matrix = states.T @ full @ states
        u2 = np.sum(modes[j]**2 / (2 * mass[j] * omega)
                    / np.tanh(omega / (2 * temp)))
        mean_phase = np.sum(prob * np.diag(matrix))
        assert abs(mean_phase - np.exp(-q_value**2 * u2 / 2)) < 1e-5
        for s in range(2):
            line = np.abs(transfer - omega[s]) < 1e-4
            direct = np.sum(np.abs(matrix)**2 * prob[None, :] * line)
            formula = (np.exp(-q_value**2 * u2) * q_value**2 * modes[j, s]**2
                       / (2 * mass[j] * omega[s])
                       / (-np.expm1(-omega[s] / temp)))
            worst = max(worst, abs(direct / formula - 1))
    # The finite-Q line also holds small net-one-quantum multiphonon terms.
    assert worst < 3e-3
    return worst


def test_mode_thermodynamics():
    x, n = 0.7, np.arange(200)
    p = np.exp(-x * n)
    p /= p.sum()
    assert abs(-np.sum(p * np.log(p)) - entropy(x)) < 1e-10
    variance = np.sum(p * (x * n)**2) - np.sum(p * x * n)**2
    assert abs(variance - heat_capacity(x)) < 1e-10


def coherent_distance(case, energy, sites, u2, low, high, rng):
    """Half the summed bin difference: coherent versus incoherent spectrum."""
    masses, sigma = case["masses"], case["sigma"]
    direction = rng.normal(size=(20000, 3))
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    length = rng.uniform(low, high, len(direction))
    e, vec = solve_modes(direction * length[:, None], masses,
                         case["ab"], case["same"])
    projected = np.einsum("qi,qjis->qjs", direction, vec)
    factor = np.sqrt(sigma / masses) * np.exp(-length[:, None]**2 * u2 / 2)
    intensity = np.einsum("qj,qjs->qs", factor, projected)**2
    mean_weight = np.mean(factor**2, axis=0)
    reference = sum(mean_weight[j] * sites[j] for j in range(2))
    edges = np.linspace(0, 1.05 * max(e.max(), energy.max()), 13)
    a = np.histogram(e, edges, weights=intensity)[0]
    b = np.histogram(energy, edges, weights=reference)[0]
    return 0.5 * np.sum(np.abs(a / a.sum() - b / b.sum()))


def analyse(name, case):
    masses, sigma = case["masses"], case["sigma"]
    ab, same = case["ab"], case["same"]
    mesh = octant_mesh(18)
    energy, vectors = solve_modes(mesh, masses, ab, same)
    sites = site_weights(vectors)
    true = np.ones_like(energy)
    u2 = displacement(energy, sites, masses, T_MEAS)
    naive = reduced_signal(energy, sites, masses, sigma, u2, Q_MEAS)
    dw = np.exp(-Q_MEAS**2 * u2)
    share = sigma * dw / masses
    share /= share.sum()

    def prop(weight, temp):
        x = energy / (KB * temp)
        return np.array([1.5 * average(weight, energy),
                         3 * average(weight, heat_capacity(x)),
                         3 * average(weight, entropy(x))])

    right, wrong = prop(true, T_USE), prop(naive, T_USE)

    # Mesh convergence of the quoted thermodynamics.
    e2, v2 = solve_modes(octant_mesh(12), masses, ab, same)
    s2 = site_weights(v2)
    n2 = reduced_signal(e2, s2, masses, sigma,
                        displacement(e2, s2, masses, T_MEAS), Q_MEAS)
    for weight, reference in ((np.ones_like(e2), right), (n2, wrong)):
        coarse = 3 * average(weight, entropy(e2 / (KB * T_USE)))
        assert abs(coarse - reference[2]) < 0.01

    # Partial zero-point energies from mass changes, without eigenvectors.
    partial_zero = []
    for j in range(2):
        totals = []
        for step in (1e-3, -1e-3):
            changed = masses.copy()
            changed[j] *= np.exp(step)
            e = solve_modes(mesh, changed, ab, same)[0]
            totals.append(0.5 * e.sum(axis=1).mean())
        partial_zero.append(-2 * (totals[0] - totals[1]) / 2e-3)
    predicted = (share[0] - 0.5) * (partial_zero[0] - partial_zero[1])
    assert abs(wrong[0] - right[0] - predicted) < 1e-5 * right[0]

    # Second moments from on-site springs; high-temperature errors.
    onsite = 2 * ab + 4 * same
    moments = HBAR2_U * onsite / masses
    for j in range(2):
        assert abs(average(sites[j], energy**2) / moments[j] - 1) < 1e-6
    hot = 5000.0
    hot_error = prop(naive, hot) - prop(true, hot)
    c_limit = (-(share[0] - 0.5) * (moments[0] - moments[1])
               / (4 * (KB * hot)**2))
    logs = [average(sites[j], np.log(energy)) for j in range(2)]
    s_limit = 3 * (share[0] - 0.5) * (logs[1] - logs[0])
    assert abs(hot_error[1] / c_limit - 1) < 0.02
    assert abs(hot_error[2] / s_limit - 1) < 0.02

    # Low-temperature ratio from long-wave modes at 1 K.
    e, v = solve_modes(octant_mesh(14, 0.1), masses, ab, same)
    s = site_weights(v)
    c = heat_capacity(e / KB)
    direct_ratio = (np.sum(c * (share[0] * s[0] + share[1] * s[1]))
                    / np.sum(c * 0.5))
    ratio = (np.sum(sigma * dw)
             / (masses.mean() * np.sum(sigma * dw / masses)))
    assert abs(direct_ratio / ratio - 1) < 0.02

    # Accidental equality of the two weights at one value of Q.
    scale = sigma / masses
    q_equal = np.sqrt(np.log(scale[0] / scale[1]) / (u2[0] - u2[1]))
    equal = reduced_signal(energy, sites, masses, sigma, u2, q_equal)
    assert abs(prop(equal, T_USE)[2] - right[2]) < 1e-7

    def one_phonon(q_value):
        w2 = q_value**2 * u2[0]
        return w2 * np.exp(-w2) / (-np.expm1(-w2))

    print(f"[{name}] masses A, B: {masses[0]:.0f}, {masses[1]:.0f} u")
    print(f"cross-sections A, B: {sigma[0]:.0f}, {sigma[1]:.0f} barn")
    print(f"springs AB, AA, BB: {ab:.1f}, {same[0]:.1f}, {same[1]:.1f} eV/A^2")
    print(f"mean energies of g_A, g_B: {average(sites[0], energy):.4f}, "
          f"{average(sites[1], energy):.4f} eV")
    print(f"<u_x^2> A, B at 20 K: {u2[0]:.5f}, {u2[1]:.5f} A^2")
    print(f"exp(-2W) A, B: {dw[0]:.4f}, {dw[1]:.4f}")
    print(f"spectral shares p_A, p_B: {share[0]:.4f}, {share[1]:.4f}")
    print(f"zero-point energy per atom true, naive: {right[0]:.4f}, "
          f"{wrong[0]:.4f} eV")
    print(f"zero-point error: {wrong[0]-right[0]:.4f} eV = "
          f"{(wrong[0]-right[0])*sc.e*sc.N_A/1000:.2f} kJ/mol atoms")
    print(f"C/k per atom at 300 K true, naive: {right[1]:.3f}, {wrong[1]:.3f}")
    print(f"S/k per atom at 300 K true, naive: {right[2]:.3f}, {wrong[2]:.3f}")
    print(f"high-T limit of S/k error: {s_limit:.3f}")
    print(f"low-T heat-capacity ratio R formula, 1 K modes: {ratio:.4f}, "
          f"{direct_ratio:.4f}")
    print(f"apparent/true Debye temperature: {ratio**(-1/3):.3f}")
    print(f"one-phonon share of A inelastic signal at Q=5: "
          f"{one_phonon(Q_MEAS):.3f}")
    print(f"equal-weight Q*: {q_equal:.2f} 1/A; one-phonon share of A there: "
          f"{one_phonon(q_equal):.4f}")
    return energy, sites, u2, naive, right, wrong, prop


test_mode_thermodynamics()
line_error = test_quantum_scattering()
cases = {
    "hydride-like": dict(masses=np.array([1.0, 50.0]),
                         sigma=np.array([80.0, 5.0]), ab=2.0,
                         same=np.array([0.1, 1.0])),
    "oxide-like": dict(masses=np.array([16.0, 50.0]),
                       sigma=np.array([4.0, 5.0]), ab=5.0,
                       same=np.array([0.5, 1.0])),
}
print(f"nearest-neighbour distance: {BOND:.1f} A")
print(f"measurement: Q = {Q_MEAS:.1f} 1/A, T = {T_MEAS:.0f} K")
print(f"largest relative error, oscillator line test: {line_error:.1e}")
results = {name: analyse(name, case) for name, case in cases.items()}

# Separate normalization of the two hydride-like bands.
energy, sites, u2, naive, right, wrong, prop = results["hydride-like"]
lower_top, upper_bottom = energy[:, :3].max(), energy[:, 3:].min()
assert lower_top < upper_bottom
repaired = naive.copy()
repaired[:, :3] /= naive[:, :3].sum()
repaired[:, 3:] /= naive[:, 3:].sum()
fixed = prop(repaired, T_USE)
assert np.all(np.abs(fixed - right) < np.abs(wrong - right) / 3)
lower_fraction = naive[:, :3].sum() / naive.sum()
print(f"[band repair, hydride-like] gap: {lower_top:.4f} to "
      f"{upper_bottom:.4f} eV")
print(f"lower-band area in naive spectrum: {lower_fraction:.4f} (true 1/2)")
lower_a = (cases["hydride-like"]["sigma"][0] * np.exp(-Q_MEAS**2 * u2[0])
           / cases["hydride-like"]["masses"][0] * sites[0][:, :3].sum())
print(f"part of lower-band signal from atom A: "
      f"{lower_a / naive[:, :3].sum() / (HBAR2_U / 2):.4f}"
      if False else
      f"part of lower-band signal from atom A: "
      f"{lower_a * HBAR2_U / 2 / naive[:, :3].sum():.4f}")
print(f"repaired zero-point energy per atom: {fixed[0]:.4f} eV")
print(f"repaired C/k, S/k per atom at 300 K: {fixed[1]:.3f}, {fixed[2]:.3f}")

# Interference for purely coherent scatterers, near and far from small Q.
energy, sites, u2 = results["oxide-like"][:3]
rng = np.random.default_rng(7)
near = coherent_distance(cases["oxide-like"], energy, sites, u2, 0.5, 1.5, rng)
far = coherent_distance(cases["oxide-like"], energy, sites, u2, 8.0, 14.0, rng)
assert near > 3 * far
assert far < 0.15
print(f"[coherent oxide-like] misplaced area, Q=0.5-1.5 1/A: {near:.3f}")
print(f"misplaced area, Q=8-14 1/A: {far:.3f}")
print("done: every assertion held")
```

It prints:

```
nearest-neighbour distance: 2.0 A
measurement: Q = 5.0 1/A, T = 20 K
largest relative error, oscillator line test: 2.6e-04
[hydride-like] masses A, B: 1, 50 u
cross-sections A, B: 80, 5 barn
springs AB, AA, BB: 2.0, 0.1, 1.0 eV/A^2
mean energies of g_A, g_B: 0.1352, 0.0231 eV
<u_x^2> A, B at 20 K: 0.01623, 0.00203 A^2
exp(-2W) A, B: 0.6664, 0.9505
spectral shares p_A, p_B: 0.9982, 0.0018
zero-point energy per atom true, naive: 0.1187, 0.2024 eV
zero-point error: 0.0837 eV = 8.08 kJ/mol atoms
C/k per atom at 300 K true, naive: 1.626, 0.460
S/k per atom at 300 K true, naive: 1.875, 0.137
high-T limit of S/k error: -2.711
low-T heat-capacity ratio R formula, 1 K modes: 0.0426, 0.0426
apparent/true Debye temperature: 2.862
one-phonon share of A inelastic signal at Q=5: 0.811
equal-weight Q*: 21.70 1/A; one-phonon share of A there: 0.0037
[oxide-like] masses A, B: 16, 50 u
cross-sections A, B: 4, 5 barn
springs AB, AA, BB: 5.0, 0.5, 1.0 eV/A^2
mean energies of g_A, g_B: 0.0545, 0.0316 eV
<u_x^2> A, B at 20 K: 0.00275, 0.00156 A^2
exp(-2W) A, B: 0.9335, 0.9617
spectral shares p_A, p_B: 0.7082, 0.2918
zero-point energy per atom true, naive: 0.0646, 0.0717 eV
zero-point error: 0.0071 eV = 0.69 kJ/mol atoms
C/k per atom at 300 K true, naive: 2.350, 2.238
S/k per atom at 300 K true, naive: 2.130, 1.837
high-T limit of S/k error: -0.359
low-T heat-capacity ratio R formula, 1 K modes: 0.7855, 0.7855
apparent/true Debye temperature: 1.084
one-phonon share of A inelastic signal at Q=5: 0.966
equal-weight Q*: 27.73 1/A; one-phonon share of A there: 0.2899
[band repair, hydride-like] gap: 0.0316 to 0.1306 eV
lower-band area in naive spectrum: 0.0103 (true 1/2)
part of lower-band signal from atom A: 0.8295
repaired zero-point energy per atom: 0.1174 eV
repaired C/k, S/k per atom at 300 K: 1.638, 2.005
[coherent oxide-like] misplaced area, Q=0.5-1.5 1/A: 0.146
misplaced area, Q=8-14 1/A: 0.006
done: every assertion held
```
